\section*{Tunnelling through a Schottky contact smaller than its depletion width}

\section*{The barrier under a small contact}

\textbf{Q.} I measure metal contacts on moderately doped n-type silicon. The smallest, a few nanometres in radius, conduct far more per area than large ones on the same wafer. The doping fixes the depletion width, so why should the radius matter?

\textbf{A.} The doping fixes the depletion width of a \emph{planar} contact. Under a small contact the field lines spread out, and the potential falls even where there is hardly any space charge. Take a metal hemisphere of radius $a$ set into the surface. Let the surrounding surface carry no charge and no normal field, so that the potential depends on $r$ alone. The donor density $N$ is uniform and the depleted region, $a<r<R$, contains no mobile electrons.

Let $U(r)$ be the conduction-band edge measured from its bulk value, and $q>0$ the elementary charge. The electron energy is $-q$ times the electric potential, so the donor charge $+qN$ gives $\nabla^2U=+K$ with $K=q^2N/\varepsilon$:
\begin{equation}
\frac{1}{r^2}\frac{d}{dr}\left(r^2U'\right)=K,\qquad U(R)=U'(R)=0 .
\end{equation}
Integrating once from $R$, then again, gives
\begin{equation}
U'=\frac{K(r^3-R^3)}{3r^2},\qquad
U=K\left[\frac{r^2}{6}+\frac{R^3}{3r}-\frac{R^2}{2}\right].
\end{equation}
For a planar contact $U_{\rm p}=K(W-x)^2/2$ at depth $x$, so its height is $\psi=KW^2/2$. Replacing $K$ by $2\psi/W^2$,
\begin{equation}
U=\frac{\psi}{W^2}\left[\frac{r^2}{3}+\frac{2R^3}{3r}-R^2\right].
\label{profile}
\end{equation}
The condition $U(a)=\psi$, multiplied by $3aW^2/\psi$, fixes $R$:
\begin{equation}
3aW^2=2R^3-3aR^2+a^3=(R-a)^2(2R+a).
\label{cubic}
\end{equation}

\textbf{Q.} Then $R$ still depends on doping. For $a\ll W$ I get $R\approx(3aW^2/2)^{1/3}$, which is much larger than $a$.

\textbf{A.} Yes, the outer edge does depend on doping. What matters for tunnelling is the high part of the barrier. Equation~\eqref{cubic} gives $2R^3/3=a(W^2+R^2-a^2/3)$. Put this into \eqref{profile} and collect terms:
\begin{equation}
\frac{U}{\psi}=\frac ar-\frac{R^2}{W^2}\left(1-\frac ar\right)+\frac{r^2-a^3/r}{3W^2}.
\label{split}
\end{equation}
The first term is the potential of a charged sphere without any doping. The other two add up to
\begin{equation}
\frac{r-a}{rW^2}\left[\frac{r^2+ar+a^2}{3}-R^2\right]\le0,
\end{equation}
because $r$ and $a$ do not exceed $R$. Space charge therefore lowers the barrier below $\psi a/r$.

The barrier also lies below the planar one. Let $D(x)=U_{\rm p}(x)-U(a+x)$. Since $U_{\rm p}''=K$ and $U''=K-2U'/r$, we have $D''=2U'/r\le0$, so $D$ is concave. It vanishes at $x=0$. At $x=R-a$ it equals $U_{\rm p}\ge0$; this point lies inside the planar depletion layer because \eqref{cubic} gives $(R-a)^2=3aW^2/(2R+a)\le W^2$. A concave function lies above its chord, hence $D\ge0$.

\textbf{Q.} How thick is the barrier, then?

\textbf{A.} Measure it at half height. Near the contact the last term of \eqref{split} is of order $a^2/W^2$ and can be dropped. With $c=R^2/W^2$, setting $U=\psi/2$ gives $(1+c)a/r=\tfrac12+c$, so
\begin{equation}
t=r-a\approx a\,\frac{1/2}{1/2+c}=\frac{a}{1+2c},\qquad c\to\left(\frac{3a}{2W}\right)^{2/3}.
\label{thick}
\end{equation}
The planar value is $(1-1/\sqrt2)W$. As $a/W\to0$ the thickness tends to $a$, whatever the doping, but slowly, since the correction goes as $(a/W)^{2/3}$. In the opposite limit, $a\gg W$, equation~\eqref{cubic} gives $R-a\to W$ and the planar barrier returns.

\section*{From thickness to conductance}

\textbf{Q.} What does the thinner barrier do to the tunnelling probability?

\textbf{A.} In the WKB approximation the probability at energy $E<\psi$ is $P=e^{-S}$, with $S=(2/\hbar)\int\sqrt{2m(U-E)}\,dr$ taken over the forbidden region. I leave out a prefactor of order one. Define $e=E/\psi$ and $\kappa=\sqrt{2m\psi}/\hbar$. For the barrier $\psi a/r$, put $r=ay$ and then $y=\cos^2\theta/e$, so that $1/y-e=e\tan^2\theta$:
\begin{align}
S_{\rm C}&=2\kappa a\int_1^{1/e}\!\sqrt{\frac1y-e}\,dy
=\frac{4\kappa a}{\sqrt e}\int_0^{\theta_0}\!\sin^2\theta\,d\theta\nonumber\\
&=2\kappa a\,\frac{\arccos\sqrt e-\sqrt{e(1-e)}}{\sqrt e},\qquad \cos\theta_0=\sqrt e .
\end{align}
For the plane, put $x=W(1-s)$:
\begin{equation}
S_{\rm p}=2\kappa W\int_{\sqrt e}^1\!\sqrt{s^2-e}\,ds
=\kappa W\left[\sqrt{1-e}-e\,\mathrm{arcosh}\frac1{\sqrt e}\right].
\end{equation}
The length multiplying $\kappa$ has changed from $W$ to $a$. The true barrier lies below both, so its action is smaller than either.

\textbf{Q.} I measure a thermal average, not a single energy.

\textbf{A.} Let $\zeta$ be the height of the bulk band edge above the Fermi level, with $\zeta\gg kT$, and $\Phi=\psi+\zeta$ the barrier seen from the metal. For $g_v$ equivalent valleys of isotropic mass $m$, the equilibrium current density in one direction is
\begin{equation}
J_0=\frac{2qg_v}{(2\pi)^3}\int d^2k_t\int dk_n\,v_n\,P\,e^{-(E_{\rm tot}+\zeta)/kT}.
\end{equation}
Treat the motion along the contact surface as conserved for now, so that $P$ depends on the normal energy $E$ alone. The transverse integral gives $2\pi mkT/\hbar^2$, and $v_n\,dk_n=dE/\hbar$. Above the top $P=1$, and that range contributes $kT\,e^{-\Phi/kT}$. Taking this factor out,
\begin{align}
J_0&=A^*T^2e^{-\Phi/kT}\,\Gamma,\qquad A^*=\frac{qg_vmk^2}{2\pi^2\hbar^3},\\
\Gamma&=1+\frac1{kT}\int_0^\psi e^{(\psi-E)/kT-S(E)}\,dE .
\label{gamma}
\end{align}
A small voltage $V$ changes one of the two opposing flows by the factor $e^{qV/kT}$. The change of $P$ with $V$ multiplies a difference of occupations that vanishes at $V=0$. The zero-bias conductance per area is therefore $qJ_0/kT$. The 1 in $\Gamma$ is thermionic emission, equal for both shapes; the integral is tunnelling. Area here means the metal surface, $2\pi a^2$. Per footprint $\pi a^2$ the hemisphere's values double.

\textbf{Q.} Is $a<W$ enough to make tunnelling strong?

\textbf{A.} No, temperature sets a second condition. At a small depth $\delta=\psi-E$ below the top, the barrier is a triangle of slope $F$, and
\begin{equation}
S\approx\frac2\hbar\int_0^{\delta/F}\!\sqrt{2m(\delta-Fx)}\,dx=\frac{4\sqrt{2m}}{3\hbar F}\,\delta^{3/2}.
\end{equation}
The exponent $\delta/kT-S$ is largest where $1/kT=2\sqrt{2m\delta}/(\hbar F)$, that is, at
\begin{equation}
\delta^*=\frac{\hbar^2F^2}{8m(kT)^2}.
\end{equation}
Tunnelling becomes important when $\delta^*$ reaches about $kT$. With $F=\psi/a$, the slope without space charge, this happens at the radius
\begin{equation}
a_t=\frac{\psi\hbar}{\sqrt{8m}\,(kT)^{3/2}} .
\end{equation}
A planar contact has $F=2\psi/W$ at the metal, so its condition is $W\approx2a_t$. A small contact therefore tunnels strongly when $a$ is well below $a_t$. These lengths are scales, not sharp thresholds, and space charge steepens the barrier, so $a_t$ underestimates the onset unless $a_t\ll W$. If heavier doping brings $W$ below $2a_t$, the plane tunnels strongly too, but a contact with $a\ll W$ can still be far ahead of it.

\section*{Numbers for silicon}

\textbf{Q.} Please put in numbers close to my samples.

\textbf{A.} I take rough values for a metal silicide on n-type silicon at 300~K: $\Phi=0.65$~eV, relative permittivity 11.7, six valleys with a model mass of 0.26 electron masses, and $N=10^{17}$~cm$^{-3}$. The radius is 5~nm. The relation $\zeta=kT\ln(N_c/N)$, with $N_c=2g_v(mkT/2\pi\hbar^2)^{3/2}$, gives $\zeta=0.137$~eV, so $\psi=0.65-0.137=0.513$~eV. Then $W=81.5$~nm, and \eqref{cubic} gives $R=39.4$~nm.

With $c=0.234$, equation~\eqref{thick} gives $t=5/1.468=3.4$~nm, against $0.293\times81.5=23.9$~nm for the plane. At $E=\psi/2$, with $\kappa=1.871$~nm$^{-1}$, the planar action is $1.871\times81.5\times0.266=40.6$. The barrier $\psi a/r$ alone would give $2\times1.871\times5\times0.404=7.6$, and numerical integration over the full profile \eqref{profile} gives 5.4.

Numerical integration of \eqref{gamma} yields $\Gamma=622$ for the small contact and 2.72 for the plane, a ratio of about 230. The thermionic conductance is $7.86\times10^{-3}$~S/cm$^2$, so the totals are
\begin{align}
\text{contact:}\quad&7.86\times10^{-3}\times622=4.9\ \text{S/cm}^2,\\
\text{plane:}\quad&7.86\times10^{-3}\times2.72=0.021\ \text{S/cm}^2.
\end{align}
The single contact still conducts only about $8\times10^{-12}$~S, because its area is tiny.

The onset radius is $a_t=23.6$~nm. It is not small against $W$: at this radius the slope of the full profile \eqref{profile} is 1.8 times $\psi/a$ and $\Gamma$ is already 12.5, and with the full slope $\delta^*=kT$ is reached near 70~nm. Likewise the plane, with $W$ above $2a_t=47$~nm, already draws 63\% of its WKB current from tunnelling. At 5~nm the triangular estimate would put $\delta^*$ at $(23.6/5)^2kT\approx22\,kT=0.58$~eV, which exceeds $\psi$, so it no longer applies. The maximum of the full integrand lies 0.24~eV below the top, where the barrier is 3.1~nm thick; the planar barrier is 21.9~nm thick at that energy.

\textbf{Q.} Can WKB be trusted for a barrier this thin?

\textbf{A.} For the exponent, yes. I integrated the radial Schr\"odinger equation numerically through \eqref{profile}, at zero angular momentum and $E=\psi/2$, with equal wave numbers on the two sides. Going from $a=4$~nm to 8~nm lowers the transmission by a factor of 25.0, and $e^{-S}$ falls by 25.1. A constant prefactor cancels in this comparison. In the thermal average the prefactor varies with energy, and it does not cancel between the small contact and the plane. I replaced $P$ by the transmission from the wave equation at all energies, again at zero angular momentum, with an abrupt metal edge and the same mass on both sides. For metal band bottoms between 0 and 10~eV below the bulk band edge of the silicon, the ratio is then about 650 to 710 instead of 230. The separate values of $\Gamma$ depend more strongly on the metal: over that range they fall from about 1140 to 320 for the contact and from 1.7 to 0.47 for the plane. The WKB figures below therefore show trends and orders of magnitude.

\textbf{Q.} How does the result change with radius and with doping?

\textbf{A.} First vary the radius at $N=10^{17}$~cm$^{-3}$:
\begin{center}
\begin{tabular}{rrrr}
$a$ (nm) & $t$ (nm) & $\Gamma$ & $\Gamma/\Gamma_{\rm p}$\\
5 & 3.4 & 622 & 229\\
10 & 5.7 & 68 & 25\\
20 & 8.7 & 16 & 5.9\\
40 & 12.3 & 7.0 & 2.6\\
400 & 21.5 & 3.0 & 1.1
\end{tabular}
\end{center}
Now vary the doping at $a=5$~nm and fixed $\Phi$:
\begin{center}
\begin{tabular}{rrrrrr}
$N$ (cm$^{-3}$) & $\psi$ (eV) & $t$ (nm) & $t_{\rm p}$ (nm) & $\Gamma$ & $\Gamma_{\rm p}$\\
$10^{15}$ & 0.394 & 4.6 & 209 & 56 & 1.2\\
$10^{16}$ & 0.454 & 4.1 & 71 & 144 & 1.5\\
$10^{17}$ & 0.513 & 3.4 & 24 & 622 & 2.7
\end{tabular}
\end{center}

\textbf{Q.} The thickness hardly moves, yet $\Gamma$ rises elevenfold with doping. Doesn't that contradict your argument?

\textbf{A.} It limits it. The thickness is nearly independent of doping, but the current depends on it exponentially. Two effects multiply. At fixed $\psi=0.513$~eV, removing the space charge altogether leaves $\Gamma=164$, so the donors at $10^{17}$~cm$^{-3}$ contribute a factor $622/164=3.8$ through the thinning in \eqref{split}. In addition, $\psi=\Phi-\zeta$ grows with doping. At fixed depth $\delta$ below the top, the barrier $\psi a/r$ exceeds the electron's energy by $\delta-\psi(1-a/r)$, which shrinks as $\psi$ grows. Without space charge this raises $\Gamma$ from 46 at $\psi=0.394$~eV to 164 at 0.513~eV, a factor 3.6. The donors already contribute a factor 1.2 at $10^{15}$~cm$^{-3}$, so their share of the elevenfold rise is about 3.1.

\section*{What a real contact changes}

\textbf{Q.} My contacts are flat discs, not hemispheres.

\textbf{A.} Neglect space charge and use coordinates $z=a\xi\eta$, $\rho=a\sqrt{(1+\xi^2)(1-\eta^2)}$. Their scale factors satisfy $h_\eta h_\varphi/h_\xi=a(1+\xi^2)$, so for a potential that depends on $\xi$ alone Laplace's equation is
\begin{equation}
\frac{d}{d\xi}\left[(1+\xi^2)\frac{dU}{d\xi}\right]=0,\qquad U=\frac{2\psi}{\pi}\,\mathrm{arccot}\,\xi .
\end{equation}
The disc is $\xi=0$, where $U=\psi$. The free surface is $\eta=0$; its normal points along $\eta$, so the normal field vanishes there. On the axis $\eta=1$ and $\xi=z/a$, hence $U=(2\psi/\pi)\arctan(a/z)$. This falls to $\psi/2$ at $z=a$, the same thickness as for the hemisphere. A straight path down the axis gives $\Gamma=91$, against 164 for the hemisphere, both without space charge. The axis is the disc's least favourable place, however: the field grows towards the rim and the barrier thins there. Averaging over the disc, with straight vertical paths as a rough estimate, gives about 330; paths along the field lines give about 860, so the average is uncertain by a factor of this size.

\textbf{Q.} You treated the transverse energy as conserved. Is it, on a curved contact?

\textbf{A.} No. Angular momentum is conserved, so a transverse energy $E_t$ at the contact becomes $E_ta^2/r^2$ further out. With normal energy $E$ at the contact, the radial barrier exceeds the available energy by $U-E-E_t(1-a^2/r^2)$, which is less than $U-E$. Conversion to radial motion therefore helps, and integrating over both energies raises $\Gamma$ from 622 to about 1270. On the other hand, so small a contact has few angular channels. If the wave function vanishes at the free surface, only $l$ of the $2l+1$ states of angular momentum $l$ remain. Summing over these gives about 930.

\textbf{Q.} Which other simplifications matter?

\textbf{A.} Each of the following is changed alone, starting from $\Gamma=622$ and a ratio of about 230.

The image force lowers the top by 0.116~eV at the contact and 0.039~eV at the plane. I used the image energy of a full sphere, $-q^2a/[8\pi\varepsilon(r^2-a^2)]$. The values of $\Gamma$ become 1940 and 7.2, so both conductances rise while their ratio changes only to 270.

Mobile electrons blur the depletion edge. A numerical Poisson--Boltzmann solution gives $t=3.6$~nm and $\Gamma=508$.

The mass matters more. Silicon's valleys are anisotropic, with masses of roughly 0.19 and 0.98. Using these in $S$ alone gives ratios of 424 and 24, so the figure of 230 is an order of magnitude.

Temperature enters \eqref{gamma} through the Boltzmann factor. Cooling gives more weight to electrons well below the top, which pass the thin barrier far more easily than the planar one. With $\zeta$ recalculated, the ratio is about $10^5$ at 200~K and 21 at 400~K.

The dopants are discrete. On average 12.8 lie in the depleted region and 0.10 within the half-height thickness. If they are placed at random, the first number scatters by $\sqrt{12.8}\approx3.6$, so nominally equal contacts will differ.

The bulk beyond $R$ is no bottleneck. Its spreading resistance is $1/(2\pi\sigma R)$, hence a conductance per contact area of $\sigma R/a^2=1.8\times10^8$~S/cm$^2$ for a rough mobility of 700~cm$^2$/Vs.

\textbf{Q.} What about breakdown? The field must be enormous.

\textbf{A.} It peaks at 1.26~MV/cm, ten times the planar value and above the rough breakdown field of bulk silicon, a few tenths of a MV/cm. At zero bias, however, the whole band bending is 0.51~eV, less than the gap of 1.12~eV, so it cannot supply the energy for impact ionisation. The bulk conduction edge also lies 0.61~eV above the valence edge at the contact, so there is no elastic interband path. A large reverse bias needs a separate calculation.

\textbf{Q.} Which assumption is most likely to fail on my wafer?

\textbf{A.} The neutral free surface. Real silicon surfaces can carry trapped charge that bends the bands around the contact. Take a flat disc, and suppose that this charge pins the surface around it at the disc's own height $\psi$. The planar profile then satisfies every boundary condition, the thinning disappears, and the conductance per area equals that of a large contact. A limited density of surface states that pulls the surface towards $\psi$ gives a result in between. Pinning at a lower height is different. If the surface is held at the bulk band edge and space charge is neglected, the barrier on the axis is $\psi(1-z/\sqrt{z^2+a^2})$. It falls to half at $z=a/\sqrt3$, so it is even thinner than with a neutral surface. So a good test is to change the surface passivation at fixed contact radius. For contacts like yours at room temperature, the model gives a large gain when $a\ll W$, $a$ is well below $a_t$, and the surrounding surface is not pinned near the contact's own barrier height.
